# Fourier transform of a tabulated local pseudopotential: cutoff radius and errors, part 2

A plane-wave calculation needs the transform $F(G)=\lim_{\mu\to0^+}\int V(r)\,e^{-\mu r}e^{-i\mathbf G\cdot\mathbf r}\,d^3r$ of the local pseudopotential $V(r)$ of an ion of valence $Z$, tabulated with tail $-Ze^2/r$. Units are Gaussian, in eV and Å, with $e^2=14.399645$ eV Å and $a_0=0.529177$ Å. The cell has volume $\Omega$ and $N_e$ electrons.

The tail is removed by forming $V_s(r)=V(r)+Ze^2\,\mathrm{erf}(r/a)/r$. The option `erf_width` sets $a$; `rcut_loc` sets the radius $R$ where the integral stops. At $G=0$, $\alpha=\int(V+Ze^2/r)\,d^3r$ replaces $F$ and contributes $N_e\alpha/\Omega$ per atom to the cell energy. Here $F'=dF/dG$, $j_0(y)=\sin y/y$ and $j_1=-j_0'$.

$$\int_R^\infty e^{-\mu r}\sin Gr\,dr=\mathrm{Im}\,\frac{e^{-(\mu-iG)R}}{\mu-iG}\;\to\;\mathrm{Im}\,\frac{i\,e^{iGR}}{G}=\frac{\cos GR}{G}.\qquad(1)$$

$$\int e^{-\beta r^2}e^{-i\mathbf G\cdot\mathbf r}d^3r=(\pi/\beta)^{3/2}e^{-G^2/4\beta}.\qquad(2)$$

$$\frac{\mathrm{erf}(r/a)}{r}\;\longrightarrow\;\frac{4\pi}{G^2}\,e^{-G^2a^2/4}.\qquad(3)$$

$$F(G)=4\pi\int_0^\infty r^2V_s\,j_0(Gr)\,dr-\frac{4\pi Ze^2}{G^2}e^{-G^2a^2/4},\qquad G>0.\qquad(4)$$

$$\alpha=4\pi\int_0^\infty r^2V_s\,dr+\pi Ze^2a^2 .\qquad(5)$$

$$F'(G)=-4\pi\int_0^\infty r^3V_s\,j_1(Gr)\,dr+4\pi Ze^2e^{-G^2a^2/4}\left(\frac{2}{G^3}+\frac{a^2}{2G}\right).\qquad(6)$$

The grid is $r_i=r_0e^{ih}$, with trapezoid weights $w_i=hr_i$, halved at the two ends. Cutting the bare integral of $V$ at $R$ gives the error $+4\pi Ze^2\cos(GR)/G^2$. Cutting that of $V_s$ gives, with $x=R/a$,

$$\Delta\alpha=4\pi Ze^2a^2\left[\left(\tfrac14-\tfrac{x^2}{2}\right)\mathrm{erfc}\,x+\frac{xe^{-x^2}}{2\sqrt\pi}\right],\qquad(7)$$

which bounds the truncation error of $F$ at every $G$. Asymptotically $\Delta\alpha\approx2\sqrt\pi\,Ze^2a^2e^{-x^2}/x$, with next correction factor $1-1/x^2$.

Table errors $\delta V_i$, if independent with standard deviation $\sigma_i$, give

$$\delta F=4\pi\sum_iw_ir_i^2j_0(Gr_i)\,\delta V_i,\qquad \sigma_F^2=(4\pi)^2\sum_i\left(w_ir_i^2j_0(Gr_i)\right)^2\sigma_i^2 .\qquad(8)$$

For relative noise $\sigma_i=\epsilon|V_i|$ (with $GR\gg1$ and $GRh<\pi$ when $G>0$),

$$\sigma_\alpha=2\pi\epsilon Ze^2\sqrt h\,R^2,\qquad\sigma_F=2\pi\epsilon Ze^2\sqrt h\,\frac RG,\qquad\sigma_{F'}=4\pi\epsilon Ze^2\sqrt{\frac h8}\,\frac{R^2}{G}.\qquad(9)$$

The end correction multiplies $\sigma_\alpha$ by $1-h/2$; Simpson's rule multiplies it by $\sqrt{10/9}$. For rounding with last-digit unit $u$, constant within one decade of $|V|$,

$$\sigma_\alpha^2=(4\pi)^2\frac{u^2}{12}\,h\int^R r^5dr,\qquad\sigma_\alpha\approx4\pi u\sqrt{\frac{h}{72}}\,R^3\qquad(10)$$

once the outermost decade dominates.

### Bias

A generator may leave a tail of charge $Z(1+\delta)$. Model it as an extra term $-\delta Ze^2\,\mathrm{erf}(r/b)/r$ with $R\gg b$. Its integral to $R$ is the damped integral to infinity, from (3), minus the part beyond $R$, from (1). At $G=0$, $\int_0^Rr\,\mathrm{erf}(r/b)\,dr=R^2/2-b^2/4$, because $4\pi\int_0^\infty r\,\mathrm{erfc}(r/b)\,dr=\pi b^2$. Thus

$$\delta F=-\frac{4\pi\delta Ze^2}{G^2}\left(e^{-G^2b^2/4}-\cos GR\right),\qquad\delta\alpha=-2\pi\delta Ze^2\left(R^2-\frac{b^2}{2}\right).\qquad(11)$$

The expression for $\delta F$ is the exact integral. A biased tail does not decay, so the trapezoid sum reproduces it only for $GRh\ll1$; otherwise the $\cos GR$ term is multiplied by roughly $(\theta/2)\cot(\theta/2)$ with $\theta=GRh$, and beyond $\theta=2\pi$ aliasing makes the error far larger. On the grid of the example below, cut at $52.9$ Å, the sum gives $-0.145$ instead of $+0.092$ for (111) and $53$ instead of $0.83$ at $G=12$ Å$^{-1}$, in units of $4\pi\delta Ze^2/G^2$. The same limit applies to every $\cos GR$ error formula here. Compared with (9), $|\delta\alpha|/\sigma_\alpha\approx\delta/(\epsilon\sqrt h)$: a bias does not average down over the grid points. Digits chopped instead of rounded produce a bias too, of mean size $u/2$. Radii read from a rounded column add an error $Ze^2\delta r/r^2$ to $V_s$, of the same relative order as the rounding of $V$ if the radii carry as many significant digits as $V$, and larger if they carry fewer.

## The best radius

The mean square error of $\alpha$ without bias is $\Delta\alpha^2+\sigma_\alpha^2$. From the asymptotic form, $d\ln\Delta\alpha/d\ln R=-(2x^2+1)$, and for $\sigma_\alpha\propto R^p$, $d\ln\sigma_\alpha/d\ln R=p$. Setting the derivative of the sum to zero,

$$\frac{\Delta\alpha}{\sigma_\alpha}=\sqrt{\frac{p}{2x^2+1}} .\qquad(12)$$

Because $\Delta\alpha$ is Gaussian in $x$, the solution moves only as the square root of the logarithm of the noise level. The error rises steeply below the optimum and much more slowly above it.

## Worked example

The inputs are chosen model values for a potential of the form

$$V=-Ze^2\frac{\mathrm{erf}(r/b)}{r}+e^{-r^2/2r_l^2}\left(C_1+C_2\frac{r^2}{r_l^2}\right),$$

with $Z=4$, $r_l=0.185$ Å, $b=\sqrt2r_l=0.26163$ Å, $C_1=-232$ eV, $C_2=33$ eV, a face-centred cubic lattice of cube edge $4.36$ Å, so that $\Omega=4.36^3/4=20.7205$ Å$^3$, and $N_e=8$. Then $Ze^2=57.59858$ eV Å, and $1$ eV Å$^3$ in $\alpha$ is $8/20.7205$ eV $=386.09$ meV per cell. A neutral cell holds two ions of this valence; the energies below are the contribution of one, and two ions sharing the same table double them. The grid has $h=0.0125$ and $1057$ points from $9.793\times10^{-5}$ Å to $100a_0=52.9177$ Å, and $a=a_0$.

This $V$ has a closed transform. A factor $r^2$ is $-\partial/\partial\beta$ acting on (2), which multiplies it by $\frac{3}{2\beta}-\frac{G^2}{4\beta^2}$. With $\beta=1/2r_l^2$ and $g=Gr_l$ this factor is $r_l^2(3-g^2)$, and $G^2b^2/4=g^2/2$, so

$$F=e^{-g^2/2}\left\{-\frac{4\pi Ze^2}{G^2}+(2\pi)^{3/2}r_l^3\left[C_1+C_2(3-g^2)\right]\right\},$$

and the small-$G$ expansion gives $\alpha=2\pi Ze^2r_l^2+(2\pi)^{3/2}r_l^3(C_1+3C_2)=12.386-13.263=-0.877$ eV Å$^3$.

For the (111) shell $G=2.49605$ Å$^{-1}$, $4\pi Ze^2/G^2=116.1753$ eV Å$^3$ and $G^2a^2/4=0.43616$, so the tail is $-116.1753\times e^{-0.43616}=-75.1086$. The sum over the unrounded table gives $-41.8703$, so $F=-116.9789$ eV Å$^3$ and $F/\Omega=-5.6456$ eV. The (200) and (220) shells give $-87.9024$ and $-44.1736$ eV Å$^3$. All three agree with the closed form and with the $\mu\to0$ definition to the six decimals printed. At $G=0$, $\alpha=-51.5482+50.6715=-0.8767$ eV Å$^3$, or $-338.5$ meV per cell; the two terms nearly cancel, so a small relative error in either is a large relative error in $\alpha$. Equation (6) gives $F'=93.16114$ eV Å$^4$, equal to the finite difference of the closed form. At $x=3$, (7) gives $2.139\times10^{-3}$ eV Å$^3$ and the leading asymptotic form $2.352\times10^{-3}$, high by about $1/x^2$ as derived.

For $\epsilon=10^{-7}$ and the full table, (9) gives $\sigma_\alpha=2\pi\times10^{-7}\times57.599\times0.11180\times52.9177^2=1.1330\times10^{-2}$ eV Å$^3$. The sum (8) gives $1.1261\times10^{-2}$, a ratio of $0.9939$ against $1-h/2=0.9938$, and Monte Carlo gives $1.118\times10^{-2}$. For (111), where $GRh=1.651$, law and sum give $\sigma_F=8.578\times10^{-5}$ eV Å$^3$; for $F'$ they give $3.210\times10^{-3}$ and $3.171\times10^{-3}$ eV Å$^4$. The Simpson ratio comes out as $1.059$ against $\sqrt{10/9}=1.054$; the two rules weight the last points differently. With $q=e^{-4h}$ the squared weights summed inward give $\frac19+\frac{16q+4q^2}{9(1-q^2)}$ for Simpson and $\frac14+\frac{q}{1-q}$ for the trapezoid, a ratio $\approx\frac{10}{9}(1+0.6h)$, so the expected ratio of $\sigma$ is $1.058$, within sampling scatter of the Monte Carlo value.

The table was then written with seven digits and read back. Errors in $N_e\alpha/\Omega$, in meV per cell, with the bias for $\delta=10^{-6}$:

| $R$ (Å) | truncation | $\sigma$ | actual | bias |
|---|---|---|---|---|
| 1.578 | 0.923 | 0.00275 | 0.927 | −0.343 |
| 2.052 | 0.00158 | 0.00560 | 0.00309 | −0.583 |
| 2.635 | $7.33\times10^{-8}$ | 0.0116 | 0.0146 | −0.965 |
| 5.240 | negligible | 0.0911 | −0.0132 | −3.83 |
| 15.741 | negligible | 0.275 | −0.213 | −34.6 |
| 52.918 | negligible | 9.39 | −4.98 | −391 |

The zeros printed for the last three truncation errors are set by the program beyond $8a_0$, not computed. The actual errors contain no bias; each is the truncation error plus the trapezoid end term plus one draw of the rounding noise. In the first row the excess of $0.004$ meV over (7) is the end term: the unrounded table also gives $0.927$. At the last radius $V=-1.088455$ eV and $u=10^{-6}$ eV, and (10) gives $4\pi\times10^{-6}\times0.013176\times52.9177^3\times386.09=9.47$ meV, above $9.39$ by the end correction: the series of ratio $e^{-6h}$ multiplies the variance by $6h\left[\frac14+\frac{1}{e^{6h}-1}\right]=0.9817$, so $\sigma$ becomes $9.47\times0.9908=9.39$ meV. The noise grows only threefold from $5.24$ to $15.74$ Å but 34-fold from $15.74$ to $52.92$ Å, although both steps roughly triple $R$. The cause is the decade step at $r=57.6/10=5.76$ Å, where $|V|$ falls below $10$ eV and $u$ drops from $10^{-5}$ to $10^{-6}$ eV. The values therefore depend on the unit of the table: with seven digits in Ry the noise is about $0.008$ meV at $2.05$ Å and $6.6$ meV for the full table, and in hartree about $0.015$ and $3.1$ meV.

The scan finds the optimum at $R=2.0518$ Å $=3.877a_0$ with rms error $0.0058$ meV. There $\Delta\alpha/\sigma_\alpha=1.58/5.60=0.28$, and (12) with $p=3$ gives $\sqrt{3/31.1}=0.31$; one grid step changes $\Delta\alpha$ by $e^{2x^2h}\approx1.5$, so this is agreement. Even at this radius a tail error of one part in a million costs $0.583$ meV, a hundred times the rounding noise.

For $GR\gg1$ the noise is smaller: $\sigma$ of $F(111)/\Omega$ reaches only $0.0078$ meV for the full table, against $9.39/8=1.17$ meV for $\alpha/\Omega$. The error $-0.0229$ meV at $R=1.578$ Å is truncation, not noise. It is negative because $GR=3.94$ exceeds $\pi$, where $j_0<0$, and it lies inside the bound $0.923/8=0.115$ meV.

## Settings

Set `erf_width` to about $a_0$, and confirm that a change of $a$ leaves $F$ and $\alpha$ unchanged; a dependence on $a$ signals too small an $R$, too coarse a grid or a unit error. A larger $a$ pushes $R$ outward nearly in proportion and raises the noise. For a rounded table the rise is close to $R^3$ within one decade of $|V|$ and slower across a decade step.

Set `rcut_loc` to the larger of $4a$ to $5a$ and the radius beyond which $rV$ is constant within the rounding of $V$. The range suits tables of seven to ten digits; in the example the optimum moves from $3.9a$ to $4.6a$ and $5.3a$ for seven, ten and thirteen digits. With seven digits $5a$ removes truncation at the price of doubling the noise, which is the safe side of the optimum; $10a$ costs about $0.09$ meV and the whole table $9$ meV. Cutting at $R$ amounts, up to (7), to trusting $V=-Ze^2/r$ beyond it. Before relying on a table, average $rV/(-Ze^2)-1$ over the tail to estimate $\delta$ and evaluate (11); more digits or a finer grid will not reduce that term.

The analysis fails in three cases. If the tail has a power-law correction such as a polarization term $\propto r^{-4}$, the omitted part of $\alpha$ falls only as $\int_R^\infty r^{-2}dr=1/R$ and must be added analytically. If the table is right but was made with a charge $Z(1+\delta)$ different from the input $Z$, the error of $F$ is the missing tail alone, $4\pi\delta Ze^2\cos(GR)/G^2$ by (1), and that of $\alpha$ is $-2\pi\delta Ze^2R^2$. If the table was interpolated from a coarser one, its errors are correlated, the variance in (8) does not hold, and the smaller number of independent values makes the noise of $\alpha$ larger. At large $GR$ the noise of $F$ can instead fall, because smoothly interpolated errors average out against a fast oscillation.

## What the numerical check tests

The numerical check below computes $F$ from its definition by Gauss–Legendre quadrature of the damped integral at five values of $\mu$, extrapolates to zero, and compares with (3), with (4) on the logarithmic grid for three values of $a$, and with the closed form. It tests (5) against direct quadrature of $V+Ze^2/r$ and the small-$G$ limit, (6) against a finite difference, and the bare-cut error, (7) and (11) against quadrature. Equations (8) and (9) and the Simpson factor for $\alpha$ are tested with 20000 noisy tables. The rounding model is tested by actually rounding tables on randomly shifted grids: the error divided by the predicted $\sigma$ has mean $0.006$ and standard deviation $0.995$ at $G=0$, and $-0.003$ and $0.999$ for (111).

## Computed results

```
e = 4.803205e-10 statC, e^2 = 2.307078e-19 erg cm = 14.399645 eV A
a = a0 = 0.529177 A, Z = 4, Z e^2 = 57.59858 eV A
r_l = 0.185 A, b = 0.26163 A, C1 = -232.0 eV, C2 = 33.0 eV
lattice const = 4.36 A, Omega = 20.7205 A^3, N_e = 8
grid: h = 0.0125, points = 1057, r0 = 9.793e-05 A, Rmax = 52.9177 A
1 eV A^3 in alpha = 386.09 meV per cell
(111) G = 2.49605 1/A: short = -41.870261, tail = -75.108626 eV A^3
   F alg = -116.978887, closed = -116.978887, mu->0 = -116.978887 eV A^3; F/Omega = -5.645573 eV
(200) G = 2.88220 1/A: short = -39.193324, tail = -48.709067 eV A^3
   F alg = -87.902390, closed = -87.902390, mu->0 = -87.902390 eV A^3; F/Omega = -4.242298 eV
(220) G = 4.07604 1/A: short = -30.558673, tail = -13.614908 eV A^3
   F alg = -44.173581, closed = -44.173581, mu->0 = -44.173581 eV A^3; F/Omega = -2.131882 eV
alpha: short = -51.548247, pi Z e^2 a^2 = 50.671520, sum = -0.876728 eV A^3
N_e alpha/Omega = -338.497 meV
dF/dG(111) = 93.16114 (finite difference 93.16114) eV A^4
R = 5.2918 A: bare-cut error (111) = 93.0323, bias (111) = -1.139e-05 eV A^3
R = 52.9177 A: bare-cut error (111) = 115.0611, bias (111) = 1.063e-05 eV A^3
bare-cut amplitude 4 pi Z e^2/G^2 (111) = 116.1753 eV A^3
truncation R=3a: exact 2.1394e-03, asymptotic 2.3521e-03 eV A^3
relative noise eps = 1e-07, R = Rmax, G R h (111) = 1.651, 20000 samples
   sigma alpha [eV A^3]: MC 1.1182e-02, sum 1.1261e-02, law 1.1330e-02
   sigma F(111) [eV A^3]: MC 8.5817e-05, sum 8.5780e-05, law 8.5782e-05
   sigma dF/dG [eV A^4]: MC 3.1689e-03, sum 3.1709e-03, law 3.2098e-03
   Simpson/trapezoid: MC 1.0590, sqrt(10/9) = 1.0541
7-digit rounding, G = 0.000 1/A: error/sigma mean 0.006, std 0.995
7-digit rounding, G = 2.496 1/A: error/sigma mean -0.003, std 0.999
optimal R = 2.0518 A = 3.877 a0, rms error = 0.0058 meV
alpha errors in meV per cell (7 digits; bias for delta = 1e-06):
  R[A]    R/a0   trunc      sigma      actual     bias
  1.578    2.98  9.23e-01   2.75e-03   9.27e-01  -3.43e-01
  2.052    3.88  1.58e-03   5.60e-03   3.09e-03  -5.83e-01
  2.635    4.98  7.33e-08   1.16e-02   1.46e-02  -9.65e-01
  5.240    9.90  0.00e+00   9.11e-02  -1.32e-02  -3.83e+00
 15.741   29.75  0.00e+00   2.75e-01  -2.13e-01  -3.46e+01
 52.918  100.00  0.00e+00   9.39e+00  -4.98e+00  -3.91e+02
F(111)/Omega errors in meV: R[A], sigma, actual
  1.578   1.24e-04  -2.29e-02
  2.052   1.76e-04   6.25e-05
  2.635   2.04e-04   3.97e-05
  5.240   7.13e-04  -2.04e-04
 15.741   1.17e-03  -1.24e-04
 52.918   7.82e-03  -1.95e-03
V(Rmax) = -1.088455 eV, last-digit unit u = 1e-06 eV
```
